Electron counting and dimer coverage on III-V (001) 2×N surfaces

## Counting the electrons at the surface

Take a (001) surface of a III-V crystal with a 2×N cell. Let the outermost layer hold D anion dimers per cell, and let the cation layer beneath it be complete. To fill all its bonds and all its anion lone pairs, while leaving the dangling cation hybrids empty, this surface needs

S = 4D − 3N   (1)

more electrons per cell than its atoms supply. It is charge balanced when S = 0, which means

D = 3N/4.   (2)

Since D is a whole number and 3 and 4 have no common factor, N must be a multiple of 4. The smallest balanced cell is 2×4, with three dimers and one missing dimer.

The word "balanced" has a precise sense here. The surface is neutral, every bond holds two electrons, every dangling anion hybrid holds two, and every dangling cation hybrid holds none. The result applies to the class of surfaces just described: anion dimers in the top layer only, no vacancies in the cation layer, no cation-cation bonds, and no charge delivered by dopants or defects. Each of these conditions can be lifted, and the count then changes in a way that is worked out below.

The geometry fixes how many hybrids of each kind there are. In the zinc-blende structure every atom has four neighbours of the other species at the corners of a tetrahedron. Seen along the surface normal, two of the bonds point up and two point down, and the upper pair lies in a vertical plane perpendicular to that of the lower pair. Measure in-plane positions in units of the surface lattice spacing, with axes x and y along the sides of the square surface mesh. Put the top anion sites at (i, j), where i and j are integers. Let the downward bonds of these anions lie in the y direction. The cations of the second layer then sit at (i, j + 1/2), and each has two upward hybrids, directed at the anion sites (i, j) and (i, j + 1). Its two downward bonds lie in the x direction and lead to anions of the third layer at (i ± 1/2, j + 1/2).

A top anion has no neighbours above it. Its two upward hybrids lean towards +x and −x. Two anions adjacent along x can therefore move together and form a bond from the hybrids that face each other. This is the dimer. Each of its atoms keeps one dangling hybrid, on the side away from its partner. Pairing doubles the period along x, which is the "2" in 2×N. Along y the dimers stand side by side, and N counts lattice spacings in that direction. The cell thus contains 2N top sites, room for N dimers, of which D are present and N − D are missing.

The complete second layer has 2N cations per cell and hence

2 × 2N = 4N

upward cation hybrids. A dimer has two atoms with two downward bonds each, so it uses four of them. The number left dangling is

4N − 4D = 4(N − D).   (3)

This holds whether the missing dimers are neighbours or not. If two neighbouring dimers are missing, the cations between them have two dangling hybrids each, but the total per cell is still given by (3).

Next comes the supply of electrons. An anion of group V has five valence electrons and a cation of group III has three; filled inner shells take no part. Divide the electrons of each atom equally among its four hybrids. An anion hybrid then carries 5/4 electron and a cation hybrid 3/4, and a bond between the two species receives

5/4 + 3/4 = 2,

which is what it needs. The fractions are a way of sharing out whole atoms. They are not the charge density in the bond, which leans towards the anion.

The electrons required by the surface can now be listed. For each dimer there are four bonds to the second layer, one bond between the two anions, and two lone pairs, each holding two electrons:

required = (4 × 2 + 1 × 2 + 2 × 2) D = (8 + 2 + 4) D = 14D.   (4)

The dangling cation hybrids require nothing. On the supply side, the two anions of each dimer bring 2 × 5 = 10 electrons. The upward cation hybrids bring 3/4 each, including those that end up empty, because their electrons are free to go elsewhere:

available = 10D + 4N × 3/4 = 10D + 3N.   (5)

All deeper bonds are complete and receive exactly two electrons from their two ends, so they drop out. Subtracting (5) from (4) gives

S = 14D − 10D − 3N = 4D − 3N,

which is (1). For N = 4 and D = 3 both sides of the account are 42: the requirement is 14 × 3 = 42, and the supply is 10 × 3 + 3 × 4 = 42.

There is one step in this argument that deserves closer attention. The equal division between upward and downward hybrids matters for the answer, yet the bulk bonds alone do not enforce it. Suppose a cation gave 3/4 + δ to each upward hybrid and 3/4 − δ to each downward one, while an anion gave 5/4 + δ to each upward hybrid and 5/4 − δ to each downward one. An upward cation hybrid meets a downward anion hybrid, and the sum is still 2. A downward cation hybrid meets an upward anion hybrid, and again the sum is 2. The cation total is still 3 and the anion total is still 5. But the supply (5) would change by 4Nδ.

Symmetry settles the matter. A rotation by 90° about the vertical axis through an atom, followed by reflection in the horizontal plane through that atom, maps the ideal crystal onto itself and exchanges upward and downward bonds. The bulk therefore offers no reason to favour either pair, and δ = 0. The same operation turns a top face into an equivalent bottom face with its dimers at right angles to those above.

This suggests a second derivation in which no fraction appears. Consider a slab with two equivalent anion-dimer faces. Let it contain M complete cation layers, and between them M − 1 complete anion layers. An area of 2N surface sites then holds 2N atoms in each complete layer and, on average over a supercell that fits both faces, 2D dimer atoms at each face. The valence electrons in this area number

3 × 2N × M + 5 × 2N × (M − 1) + 2 × 5 × 2D
= 6NM + 10NM − 10N + 20D
= 16NM − 10N + 20D.

The complete layers, 2M − 1 in all, are joined across 2M − 2 interfaces. At each interface there are two bonds per site, or 4N bonds, which need 8N electrons. The two faces need 14D each. The total requirement is

8N(2M − 2) + 28D = 16NM − 16N + 28D.

The difference between requirement and supply is

16NM − 16N + 28D − 16NM + 10N − 20D = 8D − 6N = 2(4D − 3N).

The thickness M has cancelled, and the two faces are equivalent, so each lacks 4D − 3N electrons. This is (1) again, obtained from whole atoms.

The result has a simple local reading. Compare what each surface feature needs with what its own hybrids carry. An anion lone pair needs 2 and has 5/4, so it lacks 3/4. A bond between two anions needs 2 and has 5/2, so it has 1/2 to spare. A dimer, with two lone pairs and one such bond, therefore lacks

2 × 3/4 − 1/2 = 1 electron.

An empty cation hybrid releases 3/4, and a missing dimer exposes four of them, so it supplies

4 × 3/4 = 3 electrons.

One missing dimer pays for three that are present. Balance demands D = 3(N − D), hence 4D = 3N, as before. The missing dimers are thus not accidental defects of a surface that would otherwise be complete: they supply the electrons that fill the lone pairs of the others.

The two extreme coverages follow at once. With no dimer missing, D = N and S = N, so there is a shortage of one electron per dimer. With no dimers at all, D = 0 and S = −3N; the bare cation layer holds 3N electrons for which there is no bond or lone pair. Between these limits S rises by 4 for every dimer added: the new dimer costs 1, and the vacancy it fills no longer supplies 3. In terms of the dimer coverage θ = D/N, the shortage per surface site is

S/(2N) = 2θ − 3/2,

which vanishes at θ = 3/4.

Shorter cells show why a period of four is needed. For N = 2, one dimer gives S = −2 and two dimers give S = +2. For N = 3, two dimers give S = −1 and three give S = +3. None is balanced. For N = 6, four dimers give −2 and five give +2, while N = 8 is balanced with six dimers. Unbalanced cells can nevertheless compensate one another. A 2×2 cell with one dimer next to a 2×2 cell with two dimers has S = −2 + 2 = 0, and if they are joined along y they form the three-dimer 2×4 cell itself. Likewise three 2×3 cells with two dimers and one with three give 3 × (−1) + 3 = 0. For a disordered surface within the same class, then, (2) constrains the average coverage and not each stretch of N sites.

The local ledger also extends the rule to other structures. Let n_a be the number of anion lone pairs per cell, n_c the number of empty cation hybrids, n_aa the number of anion-anion bonds and n_cc the number of cation-cation bonds. A cation-cation bond needs 2 electrons and has 2 × 3/4 = 3/2, so it lacks 1/2. Ordinary bonds between the species contribute nothing. Therefore

S = (3/4)n_a − (3/4)n_c − (1/2)n_aa + (1/2)n_cc.   (6)

For the original surface n_a = 2D, n_aa = D, n_c = 4(N − D) and n_cc = 0. Substitution gives

S = (3/2)D − 3(N − D) − D/2 = 4D − 3N,

as it must.

Now take a 2×4 cell with only two top dimers, side by side, and two neighbouring missing dimers. Equation (1) gives S = 8 − 12 = −4. Remove the two cations that lie between the missing dimers, which have no neighbours above them. Each had two downward bonds, so four upward hybrids are exposed on third-layer anions. There are two such anions, each with two exposed hybrids. They can form a dimer of their own, with one lone pair on each atom. The cell now has three anion dimers in all, so n_aa = 3 and n_a = 6. Six cations remain, with 12 upward hybrids, of which the top dimers use 8, so n_c = 4. From (6),

S = (3/4) × 6 − (3/4) × 4 − (1/2) × 3 = 4.5 − 3 − 1.5 = 0.

This cell is balanced too, although its top layer has two dimers and not three. Equation (2) is therefore a requirement within its class and not for every 2×4 surface. Another route is to let dangling cation hybrids pair up. Each new cation-cation bond removes two empty hybrids and adds one bond, and so raises S by 2 × 3/4 + 1/2 = 2. Two such bonds would balance the two-dimer cell with its cation layer intact, provided the atoms can move close enough to form them.

Finally, the valences can be changed. If the anion has v valence electrons and the cation 8 − v, the requirement is still 14D. The supply becomes 2vD from the dimers and 4N(8 − v)/4 = (8 − v)N from the cations, so that

S = (14 − 2v)D − (8 − v)N.   (7)

For v = 5 this is (1). For v = 6, as in a II-VI crystal, S = 2D − 2N, and balance requires D = N: a complete dimer layer, with no missing dimers and no need for a longer period than 2×1. The missing dimer of the III-V surface thus reflects its valences and not the geometry alone.

## Why the levels fill this way, and a worked slab

The symbols carried over are these. A 2×N cell has D anion dimers in its top layer and N − D missing dimers. S is the number of electrons required minus the number available, per cell, and for a complete cation layer beneath the dimers S = 4D − 3N. The requirement assumed that bonds and anion lone pairs are filled and that dangling cation hybrids are empty. It remains to show when the energy levels justify that assumption.

A simple independent-electron model is enough. Give each atom four orthonormal hybrids, one along each bond direction. An anion hybrid has energy e_a and a cation hybrid the higher energy e_c. Two hybrids that form a bond are coupled by −V, with V > 0; the same V is used for anion-cation bonds and anion dimers. Any two hybrids on the same atom are coupled by −t, with t ≥ 0. All other couplings are neglected, as are changes of the level energies with charge.

The coupling t has a direct atomic meaning. For ideal tetrahedral hybrids, each is one half of an s orbital plus √3/2 of a p orbital along its axis. With atomic energies E_s and E_p, the diagonal energy is (E_s + 3E_p)/4. The axes of two different hybrids make an angle whose cosine is −1/3, so the matrix element between them is

(1/4)E_s + (3/4)(−1/3)E_p = (E_s − E_p)/4 = −t.

Thus t = (E_p − E_s)/4, which is positive because the s level lies lower. At a surface the bond angles change, and the use of one t for every atom is part of the model.

Begin with t = 0. The matrix then separates into pairs and single hybrids, whose levels can be written down. A bond between an anion and a cation has the matrix

[ e_a   −V ]
[ −V   e_c ]

and its levels E satisfy (e_a − E)(e_c − E) = V², so that

E = (e_a + e_c)/2 ± √[((e_c − e_a)/2)² + V²].   (8)

The square root is at least (e_c − e_a)/2. Hence the lower level is at or below e_a, and the upper level is at or above e_c. An anion dimer bond has equal diagonal energies and gives e_a − V and e_a + V. A dangling anion hybrid stays at e_a and a dangling cation hybrid at e_c.

These levels form two groups. The lower group contains the bonding levels of both kinds of bond and the anion lone pairs, and its highest possible energy is e_a. The upper group contains the antibonding levels and the dangling cation hybrids, and its lowest possible energy is the smaller of e_c and e_a + V. The separation is at least

min(e_c − e_a, V).   (9)

The lower group has one level for each anion-cation bond, one for each anion dimer bond and one for each anion lone pair. With two spin directions, filling it takes two electrons for each of these features. That is the requirement used in the count. It follows from the order of the levels: an electron in a dangling cation hybrid can lower its energy by moving to an anion hybrid that has room for it.

The coupling t mixes all these levels, so that bonds and lone pairs are no longer separate eigenstates. The count survives if the two groups do not meet. On each atom the added matrix is −t(J − I), where J is the 4×4 matrix with every entry equal to 1 and I is the unit matrix. The vector with four equal components is an eigenvector of J with eigenvalue 4, and the three independent vectors whose components sum to zero have eigenvalue 0. The added matrix therefore has the eigenvalues

−t(4 − 1) = −3t   once,
−t(0 − 1) = +t   three times.

For any normalized state of the whole slab, the expectation value of the added part lies between −3t and +t.

This limits the shift of every level. The k-th lowest eigenvalue of a Hermitian matrix is found by taking, in each k-dimensional subspace, the largest expectation value of a normalized state, and then choosing the subspace for which that largest value is smallest. Adding the on-atom part changes each expectation value by at least −3t and at most +t. The largest value in each subspace, and so also the smallest of these, changes within the same limits:

E_k(0) − 3t ≤ E_k(t) ≤ E_k(0) + t.   (10)

This is Weyl's inequality for the present case. The lower group cannot rise above e_a + t, and the upper group cannot fall below min(e_c, e_a + V) − 3t. The gap between them is therefore at least

min(e_c − e_a, V) − 4t.   (11)

While this is positive, the number of levels in the lower group is the same as at t = 0.

The argument applies to every wave vector along the surface. In a periodic slab a coupling across the cell boundary acquires a phase, −V exp(iφ), but the product of this element with its complex conjugate is still V², so the levels at t = 0 do not change. The couplings within an atom acquire no phase. The bound (11) is thus a bound on the gap over the whole surface band structure, for a slab of any thickness.

A worked example uses round parameters and represents no particular material:

e_a = −3 eV,  e_c = +3 eV,  V = 5 eV,  t = 1 eV.

At t = 0 the anion-cation bonds give ±√(9 + 25) eV, or about ±5.8 eV. The dimer bonds give −3 − 5 = −8 eV and −3 + 5 = +2 eV, and the dangling hybrids stay at −3 and +3 eV. The upper edge of the lower group is thus the lone-pair level at −3 eV, and the lower edge of the upper group is the dimer antibonding level at +2 eV. For t = 1 eV the limits become

lower group: E ≤ −3 + 1 = −2 eV,
upper group: E ≥ 2 − 3 = −1 eV.

The groups are at least 1 eV apart, and any reference energy between −2 and −1 eV separates them.

Consider now a slab of five layers in the order anion, cation, anion, cation, anion. Both outer layers carry the three-dimer pattern. Because the dimers of the bottom face are perpendicular to those of the top face, the slab is given a 4×4 supercell, which has 16 sites per layer and contains two 2×4 cells on each face, or four in total. Each outer layer has 12 anions, and each inner layer has 16 atoms. The slab therefore contains

12 + 16 + 12 = 40 anions,
16 + 16 = 32 cations,

and its valence electrons number

40 × 5 + 32 × 3 = 200 + 96 = 296.

The bonds are counted interface by interface. Each outer anion has two bonds to the cation layer next to it, which gives 24 at each face. Each of the two inner interfaces has 32. The total is 24 + 32 + 32 + 24 = 112 anion-cation bonds. The 24 outer anions form 12 dimers, with 12 dimer bonds and 24 lone pairs. The lower group then has

112 + 12 + 24 = 148 levels,

and needs 2 × 148 = 296 electrons. This is the number available, without any fraction having been assigned to a hybrid. Of the 64 cation hybrids directed towards the two faces, 48 are used in bonds, and 16 remain empty.

The 72 atoms have 4 × 72 = 288 hybrids, so the Hamiltonian is a 288×288 matrix. Numerical diagonalization at zero wave vector of the supercell gives 148 levels below the reference energy. The highest filled level is at −2.55 eV and the lowest empty one at 1.97 eV, a gap of 4.52 eV. The lower bound of 1 eV is thus far from the actual value. It assumes that the lone-pair edge rises by the full t while the upper edge falls by the full 3t, and here neither does. For t = 0.5 eV the gap is 4.92 eV with a bound of 3 eV, and for t = 0 both are 5 eV. A vanishing bound would mean that the argument no longer guarantees a gap. It would not mean that the gap had closed.

The same calculation for other numbers of dimers shows where the surplus or missing electrons go. Here E_f is the highest filled level and E_e the lowest empty one when the neutral slab is filled from below. S is in electrons per 2×4 cell.

D = 0:  S = −12,  E_f = 1.48 eV,  E_e = 1.48 eV
D = 1:  S = −8,   E_f = 1.48 eV,  E_e = 1.92 eV
D = 2:  S = −4,   E_f = 1.48 eV,  E_e = 1.98 eV
D = 3:  S = 0,    E_f = −2.55 eV,  E_e = 1.97 eV
D = 4:  S = +4,   E_f = −2.58 eV,  E_e = −2.58 eV

With fewer than three dimers, electrons occupy the upper group. With four, the lower group is not full, and the surface has four holes per cell. Only the three-dimer case in this list has its highest filled level in one group and its lowest empty level in the other.

The entries for one and two dimers contain something that the sign of S does not reveal. At the wave vector used, the highest filled and lowest empty levels are 0.4 to 0.5 eV apart, even though both lie in the upper group. An unbalanced surface therefore need not have a partly filled level at every wave vector. Since one wave vector was examined, these numbers do not decide whether such a surface is a metal. What they do show is that, for one dimer and for two dimers side by side, the highest surplus electrons at this wave vector sit at 1.48 eV, about 4 eV above the highest filled level of the balanced three-dimer slab.



The model also shows what is gained by balance. Compare two separate, neutral surfaces, one with two dimers per 2×4 cell and one with four, with two cells that have three dimers each. The total number of atoms is the same, since 2 + 4 = 3 + 3. At t = 0 the numbers of bonds, lone pairs and dangling hybrids are linear in D, so their totals also agree. The difference lies in the filling. The two-dimer cell has four electrons in the upper group, at +2 eV or higher, while the four-dimer cell has four holes at −3 eV. At t = 0, moving the four electrons into the holes lowers the sum of occupied level energies by

4 × (2 − (−3)) eV = 20 eV

per pair of cells. For t = 1 eV the corresponding difference between the slabs, taken at zero wave vector, is smaller, about 16 eV. The three-dimer cells have this lower energy from the start. If the unequal cells lie on the same surface, however, the electrons can pass from one to the other, and the saving is obtained there as well. What then distinguishes the uniform arrangement is absent from the model at t = 0: the electrostatic energy of charged cells, the strain, and the interaction between dimers. Within this class of surfaces, electron counting fixes the average dimer coverage but not the order in which the dimers are arranged.

For the same reason, counting cannot choose between balanced structures. The 2×4 cell with two top dimers and a third-layer dimer also has S = 0. A nine-layer slab with this structure on both faces, diagonalized with the same parameters, has as many lower-group levels as it has electron pairs. Which balanced surface is stable depends on its total energy. If the structures differ in their excess of one species, it also depends on the chemical potentials set by the vapour and the crystal. The two balanced cells compared here do not differ in this way: the one with the deeper dimer has two anions and two cations fewer than the three-dimer cell. These are two formula units of the crystal, so in equilibrium with the crystal the composition of the vapour drops out of the comparison. During growth, temperature and the rates of arrival and desorption matter too. A surface out of equilibrium may keep an unbalanced structure for some time. Even in equilibrium the count is a guide and not a proof of stability, since a gain in strain or bonding energy can outweigh the cost of an unbalanced filling.

Charge from outside the surface shifts the condition. If donors in the bulk transfer n electrons to each 2×N cell, these can fill lone pairs that would otherwise be short. The condition becomes 4D − 3N = n, or

D/N = 3/4 + n/(4N).   (12)

Each transferred electron permits one quarter of a dimer more. Acceptors that remove electrons correspond to n < 0, and balance then requires more missing dimers. Whether a real surface responds in this way, or by forming other defects, is a question of energy that the count does not answer. The surface is then charged, with the opposite charge left on the ionized dopants below, and the energy of the resulting electric field limits the transfer.

The filling rule itself fails when its levels lose their order. If e_c approaches e_a, the first entry in (9) tends to zero, and a dangling hybrid of one species is no longer a clear donor to the other. If V becomes small, the antibonding level of the dimer comes down to the lone pairs, and the dimer no longer provides one filled and one empty level. If t is too large, the bound (11) ceases to protect the count, and the levels must be calculated. Real III-V atoms lie in this regime. Free-atom s and p levels of Ga and As give t between about 1.5 and 2.4 eV and e_c − e_a between about 3 and 4 eV, so (11) is negative, near −3 eV, and guarantees nothing. With such levels and V between 4 and 5.5 eV the three-dimer slab still shows a gap at the two wave vectors tried, but only of about 0.5 to 1.2 eV, far less than in the worked example. On a real surface the positions of the dangling levels also depend on the relaxation of the bond angles, which this model omits. Strong repulsion between electrons can also invalidate a description by doubly filled levels. Within an independent-electron description, small changes of bond length, bond angle or level energy do not alter S as long as no level crosses the gap. The integers in 4D − 3N therefore do not depend on the particular energies chosen here.
